\section*{Thermal mismatch stress in a thin film on a thick substrate}

\section*{Problem}

A film of thickness $h=1\,\mu\mathrm{m}$ is grown at $T_0=800$ K on a wafer of thickness $H=700\,\mu\mathrm{m}$ and radius $a=100$ mm. At the growth temperature the film is free of stress. Film and wafer are then cooled together to $T=300$ K. The linear expansion coefficients are $\alpha_f=4$ ppm/K for the film and $\alpha_s=3$ ppm/K for the substrate. The film has Young modulus $E=150$ GPa and Poisson ratio $\nu=0.25$; the biaxial modulus of the substrate, defined below, is $M_s=180$ GPa.

\begin{enumerate}
\item Estimate the thermal stress in the film, with its sign.
\item How much does the yielding of the wafer reduce it, and how far does the wafer bow?
\item The numbers are rounded values for a relaxed silicon--germanium layer, with about 30\% germanium, on silicon. Which neglected effects could change the estimate, and by how much?
\end{enumerate}

\section*{1. The stress}

\subsection*{Strain from two free lengths}

Imagine the film detached from the substrate. A free body of length $L$ obeys $dL=\alpha L\,dT'$, where $T'$ is the running temperature. If both bodies have length $L_0$ at $T_0$, their free lengths at $T$ are
\begin{equation}
L_{f,s}=L_0\exp\left(-\int_T^{T_0}\alpha_{f,s}\,dT'\right).
\end{equation}
The film has the larger expansion coefficient, so it shrinks more. The bond holds it at the length of the thick substrate, which for the moment is treated as unyielding. The elastic strain, measured from the free length of the film at the final temperature, is therefore
\begin{align}
\varepsilon&=\frac{L_s-L_f}{L_f}=\frac{L_s}{L_f}-1\\
&=\exp\left(\int_T^{T_0}(\alpha_f-\alpha_s)\,dT'\right)-1
\simeq\int_T^{T_0}(\alpha_f-\alpha_s)\,dT'.
\end{align}
The last step uses $e^x-1\simeq x$ for small $x$. The two expansions enter through their difference. For a constant difference $\Delta\alpha=\alpha_f-\alpha_s$ and a temperature drop $\Delta T=T_0-T$,
\begin{equation}
\varepsilon\simeq\Delta\alpha\,\Delta T
=(1\times10^{-6}\,\mathrm{K^{-1}})(500\,\mathrm{K})=5\times10^{-4}.
\end{equation}
Multiplying up the small contractions of the two free lengths gives $5.0013\times10^{-4}$, so linearizing is harmless here.

\subsection*{From strain to stress}

The film is stretched equally in both in-plane directions, $x$ and $y$. Its top face carries no load, so the normal stress $\sigma_z$ vanishes there. Far from the edges the stresses do not vary along the film, and force balance in the $z$ direction reduces to $\partial\sigma_z/\partial z=0$. Hence $\sigma_z=0$ through the whole thickness. With $\sigma_x=\sigma_y=\sigma$, Hooke's law for an isotropic film gives
\begin{equation}
\varepsilon=\frac{\sigma_x-\nu\sigma_y-\nu\sigma_z}{E}
=\frac{(1-\nu)\sigma}{E}.
\end{equation}
Solving for the stress,
\begin{equation}
\sigma=M\varepsilon,\qquad M=\frac{E}{1-\nu}.
\end{equation}
The quantity $M$ is the biaxial modulus. It exceeds $E$ when $\nu>0$, because stretching along $y$ tends to shorten the film along $x$, and extra stress is needed to prevent this. Here
\begin{equation}
M=\frac{150\,\mathrm{GPa}}{1-0.25}=200\,\mathrm{GPa},
\end{equation}
and the estimate is
\begin{equation}
\sigma=M\,\Delta\alpha\,\Delta T
=(200\times10^{3}\,\mathrm{MPa})(5\times10^{-4})=100\,\mathrm{MPa}.
\label{eq:main}
\end{equation}
Positive stress means tension. Had the substrate contracted more than the film, $\Delta\alpha$ would be negative and cooling would leave the film in compression. With $E$ in place of $M$ the result would be 75 MPa, which is the stress in a narrow strip stretched along its length and free to contract sideways.

Two conditions are built into Eq.~(\ref{eq:main}). The modulus is the one at the final temperature, because the stress of an elastic body depends on its present strain and not on the path that led there. The point considered must also be many film thicknesses from an edge: the side face of the film carries no load, so the in-plane stress normal to that face has to fall to zero there.

\section*{2. The wafer yields and bows}

The stretched film pulls on the wafer. Per unit width, its force is
\begin{equation}
\sigma h=(100\times10^{6}\,\mathrm{Pa})(1\times10^{-6}\,\mathrm{m})
=100\,\mathrm{N/m}.
\end{equation}
Let $z$ be the height above the middle plane of the wafer, with the film at $z\simeq H/2$. In plate bending the in-plane strain of the wafer varies linearly with height, $e(z)=e_0+gz$. It is equal in both in-plane directions, and the wafer faces are free of normal load, so its stress is $M_s e(z)$. No outside force acts on the pair, and the total in-plane force must vanish:
\begin{equation}
\int_{-H/2}^{H/2}M_s(e_0+gz)\,dz+\sigma h=M_sHe_0+\sigma h=0
\;\Rightarrow\; e_0=-\frac{\sigma h}{M_sH}.
\end{equation}
The total moment about the middle plane must vanish too. The term in $e_0$ integrates to zero, and $\int z^2dz=H^3/12$, so
\begin{equation}
M_sg\,\frac{H^3}{12}+\sigma h\,\frac H2=0
\;\Rightarrow\; g=-\frac{6\sigma h}{M_sH^2}.
\end{equation}
The lever arm of the film force has been set to $H/2$, which neglects terms of relative size $h/H$. The strain of the wafer surface under the film is
\begin{equation}
e(H/2)=e_0+\frac{gH}{2}
=-\frac{\sigma h}{M_sH}(1+3)=-\frac{4\sigma h}{M_sH}.
\end{equation}
One part comes from direct compression and three parts from bending. This shortening relieves the film:
\begin{equation}
\sigma=M\left(\varepsilon-\frac{4\sigma h}{M_sH}\right)
\;\Rightarrow\;
\sigma=\frac{M\varepsilon}{1+4r}\simeq M\varepsilon(1-4r),
\qquad r=\frac{Mh}{M_sH}.
\end{equation}
For the example,
\begin{equation}
r=\frac{200\times1}{180\times700}=1.59\times10^{-3},
\qquad 4r=0.63\%.
\end{equation}
Minimizing the elastic energy of the two layers, with the finite film thickness kept, gives 99.37 MPa, in agreement with this reduction.

The opposite limit shows what ``thick substrate'' means. Suppose the pair is held flat, so that $g=0$ and outside supports supply the moment. Force balance in the plane then reads $M_sHe_0+Mh(\varepsilon+e_0)=0$, from which
\begin{equation}
e_0=-\frac{r}{1+r}\,\varepsilon,\qquad
\sigma=M(\varepsilon+e_0)=\frac{M\varepsilon}{1+r}.
\end{equation}
For $r\ll1$ the film takes up the mismatch. For $r\gg1$ the film stress tends to zero, $e_0\to-\varepsilon$, and the substrate is compressed by the full mismatch. For a pair held flat, what matters is the ratio of the stiffnesses $Mh$ and $M_sH$, not the thicknesses alone. If the pair is free to bend, the thickness ratio $h/H$ enters as well, unless it is small.

The slope $g$ also gives the bow. On an arc of radius $R$ whose centre lies on the film side, a line at height $z$ has radius $R-z$, so its strain relative to the middle plane is $-z/R$. Hence $g=-1/R$, and the wafer is concave on the film side:
\begin{equation}
R=\frac{M_sH^2}{6\sigma h}
=\frac{(180\times10^9\,\mathrm{Pa})(7\times10^{-4}\,\mathrm{m})^2}
{6\times100\,\mathrm{N/m}}=147\,\mathrm{m}.
\end{equation}
The height of the rim above the centre is
\begin{equation}
R-\sqrt{R^2-a^2}\simeq\frac{a^2}{2R}
=\frac{(0.1\,\mathrm{m})^2}{2\times147\,\mathrm{m}}
\simeq34\,\mu\mathrm{m}.
\end{equation}
This is about 5\% of the wafer thickness. Linear plate bending, which ignores the stretching of the middle plane caused by a doubly curved shape, needs this ratio to be small. The weight of the wafer has been left out. A horizontal wafer held at its rim sags by an amount of similar size, so the bow due to the film has to be found from the change in shape between measurements with and without the film, on the same supports.

\section*{3. What could change the estimate}

\subsection*{Crystal orientation}

A single-crystal film is not isotropic. Take cubic elastic constants $C_{11}=160$, $C_{12}=60$ and $C_{44}=80$ GPa, again rough values. For a (001) film the cube axes lie along $x,y,z$, and the free top face requires
\begin{equation}
\sigma_z=2C_{12}\varepsilon+C_{11}\varepsilon_z=0
\;\Rightarrow\;\varepsilon_z=-\frac{2C_{12}}{C_{11}}\,\varepsilon.
\end{equation}
The in-plane stress is $\sigma=(C_{11}+C_{12})\varepsilon+C_{12}\varepsilon_z$, so
\begin{equation}
M_{001}=C_{11}+C_{12}-\frac{2C_{12}^2}{C_{11}}
=160+60-45=175\,\mathrm{GPa}.
\end{equation}

For a (111) film the normal has cube-axis components $n_i=1/\sqrt3$. The strain is $\varepsilon$ in the plane and $\varepsilon_z$ along the normal, that is, $\varepsilon_{ij}=\varepsilon\delta_{ij}+(\varepsilon_z-\varepsilon)n_in_j$. Since $n_in_j=1/3$, every diagonal element is $(2\varepsilon+\varepsilon_z)/3$ and every off-diagonal element is $(\varepsilon_z-\varepsilon)/3$. With $K=C_{11}+2C_{12}$, the stress has equal diagonal elements $p$ and equal off-diagonal elements $q$:
\begin{equation}
p=\frac{K(2\varepsilon+\varepsilon_z)}{3},\qquad
q=\frac{2C_{44}(\varepsilon_z-\varepsilon)}{3}.
\end{equation}
Such a matrix has eigenvalue $p+2q$ along the normal and $p-q$ in the plane. The free face requires $p+2q=0$:
\begin{equation}
K(2\varepsilon+\varepsilon_z)+4C_{44}(\varepsilon_z-\varepsilon)=0
\;\Rightarrow\;
\varepsilon_z=\frac{4C_{44}-2K}{K+4C_{44}}\,\varepsilon.
\end{equation}
Subtracting this from $\varepsilon$ gives $\varepsilon-\varepsilon_z=3K\varepsilon/(K+4C_{44})$. With $p=-2q$, the in-plane stress is $p-q=-3q=2C_{44}(\varepsilon-\varepsilon_z)$, and
\begin{equation}
M_{111}=\frac{6C_{44}K}{K+4C_{44}}
=\frac{6\times80\times280}{280+320}=224\,\mathrm{GPa}.
\end{equation}
At the same strain the stress is 87.5 MPa for (001) and 112 MPa for (111). The round value of 200 GPa lies between the two.

\subsection*{Temperature}

If $\Delta\alpha$ grows linearly by a fraction $\eta$ between $T$ and $T_0$, its integral is $\Delta\alpha\,\Delta T(1+\eta/2)$, where $\Delta\alpha$ is now the value at $T$. An assumed drift of 20\% raises the stress to 110 MPa. If the film is used at 400 K, the drop is 400 K and the stress is 80 MPa.

Dislocations may also move while the film is hot and relax the stress as it builds up. A simple model lets the film lose a fraction $\lambda(T')$ of its stress per kelvin of cooling, at a fixed cooling rate:
\begin{equation}
\frac{d\sigma}{dT'}=-M\Delta\alpha+\lambda\sigma,\qquad
\lambda=\frac1w\exp\left[-\frac{Q}{k}\left(\frac1{T'}-\frac1{T_f}\right)\right],
\qquad w=\frac{kT_f^2}{Q}.
\end{equation}
Here $k$ is the Boltzmann constant, $Q$ an activation energy, and $T_f$ the freezing temperature, defined by $\lambda(T_f)=1/w$. Let $u(T')=\int_T^{T'}\lambda\,dT''$, so that $du/dT'=\lambda$. Multiplying the equation by $e^{-u}$ gives $d(\sigma e^{-u})/dT'=-M\Delta\alpha\,e^{-u}$. Integrating from $T$ to $T_0$, with $\sigma(T_0)=0$ and $u(T)=0$,
\begin{equation}
\sigma(T)=M\Delta\alpha\int_T^{T_0}e^{-u(T')}\,dT'.
\end{equation}
The factor $e^{-u}$ is the part of the stress added at $T'$ that survives. Near $T_f$ the exponent of $\lambda$ is approximately $(T'-T_f)/w$, so $u\simeq e^{(T'-T_f)/w}$. The surviving part thus passes from nearly one to nearly zero within a few $w$ around $T_f$. If $T_0$ lies at least a few $w$ above $T_f$, and $T$ at least a few $w$ below it, then
\begin{equation}
\sigma\simeq M\Delta\alpha\,(T_f-T),
\end{equation}
with an uncertainty of order $M\Delta\alpha\,w$. For assumed values $T_f=700$ K and $Q=2.2$ eV, $w=19$ K, which corresponds to about 4 MPa. The sharp-freezing formula gives 80 MPa, and integrating the rate equation gives 78 MPa. In this model the temperature drop that counts starts where flow stops, not where growth took place. The model lets any stress, however small, drive flow. Real dislocations need a threshold stress, which is higher in thinner films, so a thin film may keep some or all of the stress that the model removes.

\subsection*{Residual lattice misfit}

The germanium lattice is roughly 4\% larger than that of silicon, so a layer with 30\% germanium has a misfit of about $f=1.2\%$. In a relaxed layer, dislocations take up this misfit during growth. Suppose a fraction $\varphi$ is left and stays fixed during cooling. The free film is then longer by the factor $1+\varphi f$, and to first order
\begin{equation}
\frac{L_s}{L_f(1+\varphi f)}-1\simeq\varepsilon-\varphi f,
\qquad \sigma=M(\varepsilon-\varphi f).
\end{equation}
For $\varphi=1$ the misfit part alone is $-2400$ MPa, a compression 24 times the thermal tension. The two cancel when
\begin{equation}
\varphi=\frac{\varepsilon}{f}=\frac{5\times10^{-4}}{0.012}=4.2\%.
\end{equation}
A layer that is 96\% relaxed at the growth temperature would therefore be nearly free of stress at room temperature. The 100 MPa is the thermal contribution, and it equals the total stress if the film was free of stress at $T_0$.

\subsection*{A few cases}

Each row changes one item of the base case and holds the others fixed.

\begin{center}
\begin{tabular}{lr}
\hline
Case & Stress (MPa)\\
\hline
Base case & 100\\
Wafer free to yield & 99.4\\
(001) film & 88\\
(111) film & 112\\
$\Delta\alpha$ drifts by 20\% & 110\\
Use at 400 K & 80\\
Flow down to an assumed 700 K & 78\\
4.2\% of lattice misfit left & 0\\
\hline
\end{tabular}
\end{center}

\subsection*{Beside the real material}

The expansion coefficients of germanium and silicon differ by roughly 3 ppm/K, and linear interpolation to 30\% germanium gives a mismatch of about 1 ppm/K, as used here. The alloy need not follow the straight line: a commonly quoted room-temperature rule, $\alpha\simeq(2.6+2.55x)$ ppm/K for germanium fraction $x$, gives only about 0.8 ppm/K, which would lower the stress by roughly a quarter. The separate values of 3 and 4 ppm/K are less faithful: the coefficient of silicon rises from about 2.6 ppm/K at 300 K to about 4.1 ppm/K at 800 K. This matters little, because only the difference enters the stress. For a layer on a (001) wafer the modulus of 200 GPa is somewhat high, and 175 GPa is closer; elastic constants interpolated between silicon and germanium give about 169 GPa. A growth temperature of 800 K is on the low side; with the other parameters fixed and no flow, each further 100 K would add 20 MPa. The freezing temperature is an assumption and depends on the cooling rate and the dislocations present. The value 700 K was chosen for illustration and is low for this material: a rough estimate from typical glide velocities in silicon, with $Q$ between 2.0 and 2.2 eV, $10^6$ to $10^8$ mobile dislocations per cm$^2$ and cooling at 0.1 to 1 K/s, puts $T_f$ between about 760 K and 1030 K. A layer grown at 800 K would then keep 90 to 100 MPa, and flow matters mainly for hotter growth. The least secure assumption is zero stress at the growth temperature, since a few per cent of unrelaxed misfit shifts the result by as much as the estimate itself. Such a remainder is to be expected: the line tension of the dislocations stops glide before relaxation is complete, and for a uniform layer $1\,\mu\mathrm{m}$ thick the Matthews--Blakeslee balance leaves roughly 2 to 3\% of the misfit, or 40 to 80 MPa of compression. The numerical output below lists the inputs and results.

\section*{Numbers as computed}
\begin{verbatim}
INPUTS (rough, rounded)
stress-free temperature: 800 K
final temperature: 300 K
temperature drop: 500 K
film expansion: 4.0 ppm/K
substrate expansion: 3.0 ppm/K
expansion mismatch: 1.0 ppm/K
film Young modulus: 150 GPa
film Poisson ratio: 0.25
substrate biaxial modulus: 180 GPa
film thickness: 1.0 um
substrate thickness: 700 um
wafer radius: 100 mm
MAIN RESULT
film biaxial modulus: 200.0 GPa
mismatch strain, formula: 5.0000e-04
mismatch strain, from lengths: 5.0013e-04
thermal stress: 100.0 MPa (tension)
stress if E replaced M: 75.0 MPa
force per width: 100.0 N/m
SUBSTRATE COMPLIANCE
stiffness ratio r: 1.587e-03
stress reduction 4r: 0.63 %
film stress, two-layer energy: 99.37 MPa
radius of curvature: 147 m
wafer bow: 34 um
CRYSTAL ORIENTATION
C11, C12, C44: 160, 60, 80 GPa
M (001): 175.0 GPa, stress 87.5 MPa
M (111): 224.0 GPa, stress 112.0 MPa
TEMPERATURE EFFECTS
assumed drift of mismatch: 20 %
stress with drift: 110.0 MPa
stress in use at 400 K: 80.0 MPa
assumed freezing temperature: 700 K
assumed activation energy: 2.2 eV
width of freezing: 19.2 K
stress, sharp freezing: 80.0 MPa
stress, rate equation: 78.3 MPa
LATTICE MISFIT
full lattice misfit: 1.2 %
stress if wholly unrelaxed: -2400 MPa
unrelaxed part that cancels: 4.2 %
\end{verbatim}
